# Radical Delivery from a Showerhead to a Consuming Wafer: a program that tests the result

```python
"""Radical delivery from a showerhead to a consuming wafer.

Result under test (creeping stagnation flow between two parallel plates):
    c_wafer / c_in = 1 / (1 + Da * Lam(Pe))
    Lam(Pe) = I(Pe) + exp(-Pe/2)/Pe
    I(Pe)   = integral_0^1 exp(-Pe*(s**3 - s**4/2)) ds
Symbols: Pe = U L / D (Peclet), Da = k_s L / D (surface Damkohler),
U = face-averaged gas speed at the showerhead, L = gap, D = diffusivity,
k_s = wafer loss speed, c_in = radical flux fed / U,
zeta = distance from showerhead / L, Da_head = loss number of showerhead face,
Da_vol = (volume loss rate) L^2 / D, Re = U L / (kinematic viscosity).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gamma as gamma_function


# ---------- derived formulas ----------
def creeping_profile(zeta):
    return 1 - 3 * zeta**2 + 2 * zeta**3


def layer_integral(Pe, upper=1.0):
    split = 0.5 * min(upper, Pe ** (-1 / 3))
    kernel = lambda s: np.exp(-Pe * (s**3 - s**4 / 2))
    if upper == 0:
        return 0.0
    return (quad(kernel, 0, split, epsabs=1e-13)[0]
            + quad(kernel, split, upper, epsabs=1e-13, limit=200)[0])


def resistance(Pe):
    return layer_integral(Pe) + np.exp(-Pe / 2) / Pe


def wafer_ratio(Pe, Da, Da_head=0.0):
    return Pe / ((Pe + Da_head) * (1 + Da * layer_integral(Pe))
                 + Da * np.exp(-Pe / 2))


def concentration(zeta, Pe, Da):
    return wafer_ratio(Pe, Da) * (1 + Da * layer_integral(Pe, 1 - zeta))


def loss_speed(sticking, mean_speed):
    return sticking / (1 - sticking / 2) * mean_speed / 4


# ---------- direct solutions from the governing equations ----------
def direct_solution(Re, Pe, Da, Da_head=0.0, Da_vol=0.0):
    """Solve flow and concentration together; state = f, f', f'', f''', c, c'."""
    def rhs(z, y):
        return np.vstack([y[1], y[2], y[3], Re * y[0] * y[3],
                          y[5], Pe * y[0] * y[5] + Da_vol * y[4]])

    def ends(a, b):
        return np.array([a[0] - 1, a[1], b[0], b[1],
                         Pe * (1 - a[4]) + a[5] - Da_head * a[4],
                         b[5] + Da * b[4]])
    z = np.linspace(0, 1, 81)
    guess = np.zeros((6, z.size))
    guess[0], guess[1], guess[4] = 1 - z, -1, 0.5
    sol = solve_bvp(rhs, ends, z, guess, tol=1e-8, max_nodes=20000)
    assert sol.success, sol.message
    return sol.sol


def disk_solution(Pe, Da, radius, nr, nz):
    """Conservative finite volumes on a disk, zero radicals at its rim.
    Lengths in units of the gap; returns cell radii and wafer concentration."""
    h, dr = 1 / nz, radius / nr
    f = creeping_profile(np.linspace(0, 1, nz + 1))
    rows, cols, vals = [], [], []
    source = np.zeros(nr * nz)

    def add(i, j, v):
        rows.append(i)
        cols.append(j)
        vals.append(v)

    def link(p, n, flow, conductance):
        add(p, p, flow / 2 + conductance)
        add(p, n, flow / 2 - conductance)
        add(n, p, -flow / 2 - conductance)
        add(n, n, -flow / 2 + conductance)

    for i in range(nr):
        r_in, r_out = i * dr, (i + 1) * dr
        area = (r_out**2 - r_in**2) / 2
        for j in range(nz):
            p = i * nz + j
            if j == 0:
                source[p] = Pe * area
            if j < nz - 1:
                link(p, p + 1, Pe * f[j + 1] * area, area / h)
            else:
                add(p, p, area * Da / (1 + Da * h / 2))
            side_flow = Pe * (f[j] - f[j + 1]) * r_out**2 / 2
            side_conductance = r_out * h / dr
            if i < nr - 1:
                link(p, p + nz, side_flow, side_conductance)
            else:
                add(p, p, 2 * side_conductance)
    matrix = coo_matrix((vals, (rows, cols)), shape=(nr * nz, nr * nz)).tocsc()
    c = spsolve(matrix, source).reshape(nr, nz)
    return (np.arange(nr) + 0.5) * dr, c[:, -1] / (1 + Da * h / 2)


# ---------- test: reduction of the axisymmetric flow equations ----------
r, z, Re_s = sp.symbols("r z Re", positive=True)
f_s = sp.Function("f")(z)
w_s, v_s = f_s, -r * sp.diff(f_s, z) / 2
assert sp.simplify(sp.diff(r * v_s, r) / r + sp.diff(w_s, z)) == 0
radial = (Re_s * (v_s * sp.diff(v_s, r) + w_s * sp.diff(v_s, z))
          - sp.diff(sp.diff(r * v_s, r) / r, r) - sp.diff(v_s, z, 2))
axial = (Re_s * (v_s * sp.diff(w_s, r) + w_s * sp.diff(w_s, z))
         - sp.diff(r * sp.diff(w_s, r), r) / r - sp.diff(w_s, z, 2))
curl = sp.diff(radial, z) - sp.diff(axial, r)
reduced = r / 2 * (sp.diff(f_s, z, 4) - Re_s * f_s * sp.diff(f_s, z, 3))
assert sp.simplify(sp.expand(curl - reduced)) == 0

# ---------- test: closed form against the direct boundary-value solution ----
grid = np.linspace(0, 1, 11)
worst = 0.0
for Pe_t, Da_t, head_t in [(0.1, 0.5, 0), (1, 10, 0.3), (5, 2, 0), (20, 3, 1)]:
    y = direct_solution(0.0, Pe_t, Da_t, head_t)(grid)
    assert np.max(abs(y[0] - creeping_profile(grid))) < 1e-6
    error = abs(y[4][-1] / wafer_ratio(Pe_t, Da_t, head_t) - 1)
    worst = max(worst, error)
    if head_t == 0:
        c_formula = [concentration(s, Pe_t, Da_t) for s in grid]
        assert np.allclose(y[4], c_formula, rtol=1e-5)
        assert np.isclose(1 / (1 + Da_t * resistance(Pe_t)), y[4][-1], rtol=1e-5)
assert worst < 1e-5

# ---------- test: limits of the transport resistance ----------
small, large = 0.01, 1e5
assert abs((resistance(small) - 1 / small - 0.5) / small + 1 / 40) < 1e-3
limit_error = abs(resistance(large) * large ** (1 / 3) - gamma_function(4 / 3))
assert limit_error < 0.2 * large ** (-1 / 3)   # next term is of this order

# ---------- test: wafer loss speed from a drifting half-range Maxwellian ----
maxwell = lambda v: np.exp(-v * v / 2) / np.sqrt(2 * np.pi)
arrive_rest = quad(lambda v: v * maxwell(v), 0, np.inf)[0]
arrive_skew = quad(lambda v: v * v * maxwell(v), 0, np.inf)[0]
net_skew = quad(lambda v: v * v * maxwell(v), -np.inf, np.inf)[0]
speed_mean = quad(lambda v: 4 * np.pi * v**3 * np.exp(-v * v / 2)
                  / (2 * np.pi) ** 1.5, 0, np.inf)[0]
for s_t in (0.05, 0.5, 1.0):
    skew = s_t * arrive_rest / (net_skew - s_t * arrive_skew)
    assert np.isclose(skew * net_skew, loss_speed(s_t, speed_mean), rtol=1e-7)

# ---------- test: radical flux through one showerhead hole ----------
Pe_t, exit_t = 3.0, 0.3
hole = solve_bvp(lambda s, y: np.vstack([y[1], Pe_t * y[1]]),
                 lambda a, b: np.array([a[0] - 1, b[0] - exit_t]),
                 np.linspace(0, 1, 21), np.ones((2, 21)), tol=1e-8)
c_mid, slope_mid = hole.sol(0.5)
hole_flux = Pe_t * (1 - exit_t * np.exp(-Pe_t)) / (1 - np.exp(-Pe_t))
assert hole.success and np.isclose(Pe_t * c_mid - slope_mid, hole_flux, rtol=1e-5)

# ---------- worked example: downstream oxygen-atom ashing, rough inputs -----
torr = const.torr
gap, wafer_radius = 0.020, 0.150            # m
viscosity = 3.0e-5                           # Pa s, rough
mass_atom = 16 * const.atomic_mass
mass_gas = 32 * const.atomic_mass
atom_fraction = 0.05


def reactor(T=500.0, p_torr=1.0, sccm=3000.0, sticking=0.05, D_scale=1.0):
    n = p_torr * torr / (const.k * T)
    molecules = sccm * 1e-6 / 60 * const.atm / (const.k * 273.15)
    U = molecules / (n * np.pi * wafer_radius**2)
    D = 0.060 * D_scale * (T / 500) ** 1.75 / p_torr     # m^2/s, rough
    mean_speed = np.sqrt(8 * const.k * T / (np.pi * mass_atom))
    k_s = loss_speed(sticking, mean_speed)
    Pe, Da = U * gap / D, k_s * gap / D
    c_in = atom_fraction * n
    ratio = wafer_ratio(Pe, Da)
    return dict(n=n, U=U, D=D, vbar=mean_speed, k_s=k_s, Pe=Pe, Da=Da,
                c_in=c_in, ratio=ratio, flux=k_s * ratio * c_in,
                captured=Da / Pe * ratio)


base = reactor()
Pe, Da, U, D = base["Pe"], base["Da"], base["U"], base["D"]
ratio = base["ratio"]
head_ratio = concentration(0.0, Pe, Da)

# radical balance: fed = captured by wafer + carried out radially
outflow = quad(lambda s: 6 * s * (1 - s) * concentration(s, Pe, Da), 0, 1)[0]
assert np.isclose(base["captured"] + outflow, 1, rtol=1e-8)

# finite disk with a radical-free rim: centre must follow the formula
radii, wafer_c = disk_solution(Pe, Da, wafer_radius / gap, 150, 80)
assert abs(wafer_c[0] / ratio - 1) < 1e-3    # grid error plus rim influence
depleted = radii[wafer_c < 0.95 * wafer_c[0]]
edge_zone = wafer_radius - depleted[0] * gap
disk_mean = np.sum(wafer_c * radii) / np.sum(radii) / ratio

# response to doubling one quantity
double = {"flow": reactor(sccm=6000.0), "sticking": reactor(sticking=0.10),
          "diffusivity": reactor(D_scale=2.0), "pressure": reactor(p_torr=2.0)}
factor = {name: case["flux"] / base["flux"] for name, case in double.items()}
assert all(factor["flow"] > factor[name] for name in factor if name != "flow")
assert np.isclose(double["pressure"]["Pe"], Pe)

# neglected effects, each solved or estimated with the example's numbers
density = base["n"] * mass_gas
Re = density * U * gap / viscosity
Sc = viscosity / (density * D)
change = lambda value: 100 * (value / ratio - 1)
inertia = change(direct_solution(Re, Pe, Da)(1.0)[4])
fast_creeping = wafer_ratio(10 * Pe, Da)
fast_full = direct_solution(10 * Re, 10 * Pe, Da)(1.0)[4]
head_speed = loss_speed(1e-3, base["vbar"])
Da_head = head_speed * gap / D
head_loss = change(wafer_ratio(Pe, Da, Da_head))
volume_rate = 1e-33 * (base["n"] * 1e-6) ** 2            # 1/s, rough coefficient
Da_vol = volume_rate * gap**2 / D
volume_loss = change(direct_solution(0.0, Pe, Da, 0.0, Da_vol)(1.0)[4])
cool = reactor(T=400.0)
free_path = 3 * D / base["vbar"]
third_derivative = direct_solution(0.0, Pe, Da)(0.5)[3]
pressure_drop = viscosity * U * wafer_radius**2 * third_derivative / (4 * gap**3)
surface_flow = base["flux"] / base["n"] / (D / gap)
open_fraction, hole_length, pitch = 0.01, 0.010, 0.008
hole_speed = U / open_fraction
hole_Pe = hole_speed * hole_length / D
hole_diameter = pitch * np.sqrt(4 * open_fraction / np.pi)
jet_Re = density * hole_speed * hole_diameter / viscosity

print(f"Worst relative error, formula vs direct solution: {worst:.1e}")
print(f"Gap {gap*1e3:.0f} mm, wafer radius {wafer_radius*1e3:.0f} mm")
print("Inputs: 1 Torr, 500 K, 3000 sccm, sticking 0.05, atom fraction 0.05")
print(f"Diffusivity D: {D*1e4:.0f} cm2/s; viscosity {viscosity:.1e} Pa s")
print(f"Gas number density: {base['n']*1e-6:.3e} cm^-3")
print(f"Showerhead face speed U: {U:.3f} m/s")
print(f"Mean atom speed: {base['vbar']:.1f} m/s")
print(f"Wafer loss speed k_s: {base['k_s']:.2f} m/s")
print(f"Peclet number Pe: {Pe:.4f}")
print(f"Surface Damkohler number Da: {Da:.3f}")
print(f"Da/Pe = k_s/U: {Da/Pe:.2f}")
print(f"Layer integral I: {layer_integral(Pe):.4f}")
print(f"Resistance Lam: {resistance(Pe):.4f}")
print(f"Small-Pe series for Lam: {1/Pe + 0.5 - Pe/40:.4f}")
print(f"Product Da*Lam: {Da*resistance(Pe):.2f}")
for s in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"c/c_in at z = {s*gap*1e3:.0f} mm: {concentration(s, Pe, Da):.4f}")
print(f"Feed atom density c_in: {base['c_in']*1e-6:.3e} cm^-3")
print(f"Wafer atom density: {ratio*base['c_in']*1e-6:.3e} cm^-3")
print(f"Atom flux consumed by wafer: {base['flux']*1e-4:.3e} cm^-2 s^-1")
print(f"Captured fraction: {base['captured']:.4f}; radial exit: {outflow:.4f}")
print(f"Permeable-wafer model c_w/c_in: {1/(1+Da/Pe):.4f}")
for name, value in factor.items():
    print(f"Wafer flux factor on doubling {name}: {value:.3f}")
print(f"Large-Pe coefficient Gamma(4/3): {gamma_function(4/3):.4f}")
print(f"Reynolds number: {Re:.3f}; Schmidt number: {Sc:.3f}")
print(f"Inertia changes c_w by {inertia:.3f} %")
print(f"Tenfold flow, c_w/c_in creeping {fast_creeping:.4f}, full {fast_full:.4f}")
print(f"Showerhead sticking 0.001: Da_head {Da_head:.4f}, c_w {head_loss:.2f} %")
print(f"Three-body loss (1e-33 cm^6/s): {volume_rate:.2f} 1/s, c_w {volume_loss:.2f} %")
print(f"Uniform 400 K gas: Pe {cool['Pe']:.3f}, Da {cool['Da']:.3f}")
print(f"Uniform 400 K gas: captured fraction {cool['captured']:.4f}")
print(f"Disk centre c_w / formula: {wafer_c[0]/ratio:.5f}")
print(f"Radical-free rim: c_w down over 5 % within {edge_zone*1e3:.0f} mm of edge")
print(f"Radical-free rim: wafer-average c_w / formula {disk_mean:.3f}")
print(f"Mean free path: {free_path*1e3:.3f} mm; over gap: {free_path/gap:.4f}")
print(f"Radial pressure drop: {pressure_drop:.3f} Pa of {torr:.1f} Pa")
print(f"Reaction-induced speed over D/L: {surface_flow:.4f}")
print(f"Holes: open fraction {open_fraction}, length {hole_length*1e3:.0f} mm, "
      f"pitch {pitch*1e3:.0f} mm")
print(f"Hole diameter: {hole_diameter*1e3:.2f} mm; speed {hole_speed:.0f} m/s")
print(f"Hole Peclet number: {hole_Pe:.1f}; back-diffusion {np.exp(-hole_Pe):.1e}")
print(f"Jet Reynolds number: {jet_Re:.2f}")
print(f"Diffusive decay of hole pattern over gap: {np.exp(-2*np.pi*gap/pitch):.1e}")
print("verified")
```

Printed output:

```
Worst relative error, formula vs direct solution: 9.8e-12
Gap 20 mm, wafer radius 150 mm
Inputs: 1 Torr, 500 K, 3000 sccm, sticking 0.05, atom fraction 0.05
Diffusivity D: 600 cm2/s; viscosity 3.0e-05 Pa s
Gas number density: 1.931e+16 cm^-3
Showerhead face speed U: 0.984 m/s
Mean atom speed: 813.4 m/s
Wafer loss speed k_s: 10.43 m/s
Peclet number Pe: 0.3280
Surface Damkohler number Da: 3.476
Da/Pe = k_s/U: 10.60
Layer integral I: 0.9532
Resistance Lam: 3.5406
Small-Pe series for Lam: 3.5404
Product Da*Lam: 12.31
c/c_in at z = 0 mm: 0.3241
c/c_in at z = 5 mm: 0.2664
c/c_in at z = 10 mm: 0.2047
c/c_in at z = 15 mm: 0.1404
c/c_in at z = 20 mm: 0.0751
Feed atom density c_in: 9.656e+14 cm^-3
Wafer atom density: 7.256e+13 cm^-3
Atom flux consumed by wafer: 7.567e+16 cm^-2 s^-1
Captured fraction: 0.7963; radial exit: 0.2037
Permeable-wafer model c_w/c_in: 0.0862
Wafer flux factor on doubling flow: 1.667
Wafer flux factor on doubling sticking: 1.040
Wafer flux factor on doubling diffusivity: 1.068
Wafer flux factor on doubling pressure: 1.039
Large-Pe coefficient Gamma(4/3): 0.8930
Reynolds number: 0.673; Schmidt number: 0.487
Inertia changes c_w by 0.144 %
Tenfold flow, c_w/c_in creeping 0.2800, full 0.2923
Showerhead sticking 0.001: Da_head 0.0678, c_w -6.28 %
Three-body loss (1e-33 cm^6/s): 0.37 1/s, c_w -0.16 %
Uniform 400 K gas: Pe 0.388, Da 4.594
Uniform 400 K gas: captured fraction 0.7845
Disk centre c_w / formula: 0.99997
Radical-free rim: c_w down over 5 % within 33 mm of edge
Radical-free rim: wafer-average c_w / formula 0.855
Mean free path: 0.221 mm; over gap: 0.0111
Radial pressure drop: 0.249 Pa of 133.3 Pa
Reaction-induced speed over D/L: 0.0131
Holes: open fraction 0.01, length 10 mm, pitch 8 mm
Hole diameter: 0.90 mm; speed 98 m/s
Hole Peclet number: 16.4; back-diffusion 7.5e-08
Jet Reynolds number: 3.04
Diffusive decay of hole pattern over gap: 1.5e-07
verified
```
